# Hyperfine and magnetic opening of the $^3P_0\to{}^1S_0$ line, part 1

(Sections cited here and not found follow in the second part.)

## Opening the $^3P_0 \to {}^1S_0$ line: hyperfine and magnetic mixing

A calculation of the natural width or the Rabi frequency of a $^3P_0$–$^1S_0$ clock line begins with the choice of intermediate $J=1$ levels. The nearest one, $^3P_1$, is the obvious candidate, and the question is whether the distant $^1P_1$ may be dropped. The answer depends on what opens the line. In the model atom treated below, where $^1P_1$ lies 54 times farther from $^3P_0$ than $^3P_1$ does, dropping it raises the rate induced by a magnetic field by about 4 % of the full value, and lowers the rate induced by nuclear spin to 46 % of the full value. The choice of field for a spinless isotope hangs on the same matrix elements, since they fix the Rabi frequency, linear in $B$, and the shift of the line, quadratic in $B$.

The result derived below is that, without a static electric field, $^3P_0$ decays to $^1S_0$ by one photon only when nuclear spin or a magnetic field is present. The rate is quadratic in the two couplings taken together, so for an isotope with nuclear spin the rate of each sublevel with $m\neq0$ has a term linear in $B$, where $m$ is the projection of the total angular momentum on the field. Two-photon decay and electric-field-induced decay also exist. In the model atom the first matches the magnetic rate near 9 $\mu$T, and both, the second taken at 1 kV/cm, are far slower than the rate at 1 mT or the hyperfine rate.

### No single photon connects $J=0$ to $J=0$

Let $g$ be the ground state $ns^2\,{}^1S_0$ and $|0\rangle$ the level $nsnp\,{}^3P_0$, with no nuclear spin and no external field. To first order in the radiation field, the amplitude for emitting a photon of wave vector $\mathbf k$ and polarization $\boldsymbol\epsilon$ is proportional to $\boldsymbol\epsilon^*\cdot\mathbf j(\mathbf k)$, with

$$\mathbf j(\mathbf k)=\langle g|\int d^3r\,\hat{\mathbf j}(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}|0\rangle ,$$

where $\hat{\mathbf j}$ is the full current density, orbital and spin. The exponential is not expanded, so all multipoles are included. Let $U$ represent a rotation $\mathcal R$ about the axis $\hat{\mathbf k}$. The current is a vector field and the rotation leaves $\mathbf k\cdot\mathbf r$ unchanged, so $U^\dagger\hat{\mathbf j}(\mathbf k)U=\mathcal R\,\hat{\mathbf j}(\mathbf k)$. Both states have $J=0$, so $U|0\rangle=|0\rangle$ and $U|g\rangle=|g\rangle$. Taking the matrix element gives $\mathbf j=\mathcal R\,\mathbf j$ for every rotation angle, and a vector unchanged by all rotations about $\hat{\mathbf k}$ lies along $\hat{\mathbf k}$. A real photon has $\boldsymbol\epsilon\cdot\mathbf k=0$, so the amplitude vanishes.

The proof uses neither parity nor $LS$ coupling, so relativistic mixing, however strong, does not open the line. It fails when a state is not rotationally invariant, as with nuclear spin $I\neq0$, where the total angular momentum of both levels is $F=I$, or when a field removes the symmetry. With a field $\mathbf B$ and $I=0$, rotations about $\mathbf B$ survive, so emission along $\mathbf B$ stays forbidden. The numerical check tests the prohibition with the unexpanded plane wave at $kr$ of order one: the $^3P_0$ amplitude is below $10^{-10}$, while the $J=1$ and $J=2$ amplitudes, and that of the helicity-zero operator $\mathbf s\cdot\mathbf k\,e^{-i\mathbf k\cdot\mathbf r}$ on $^3P_0$, exceed $10^{-2}$.

### The model and its states

The model space holds $g$, at zero energy, and the twelve determinants $a^\dagger_{s\sigma_1}a^\dagger_{p\sigma_2}|\mathrm{core}\rangle$ of $nsnp$. One-electron operators that do not change the configuration act on these as on a product state, with label 1 for the $s$ electron and 2 for the $p$ electron. Repeated Cartesian indices are summed unless stated, and angular momenta are in units of $\hbar$.

The orbitals are $p_j=\sqrt{3/4\pi}\,\hat r_j$ times a radial function. From $l_k=-i\varepsilon_{kab}x_a\partial_b$ one has $l_kx_j=-i\varepsilon_{kaj}x_a$, so $l_kp_j=i\varepsilon_{kjl}p_l$. With the spin singlet $\chi_0=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$, define $\chi_k=\sigma_{1k}\chi_0$. The identity $\sigma_j\sigma_k=\delta_{jk}+i\varepsilon_{jkl}\sigma_l$ and $\langle\chi_0|\sigma_{1l}|\chi_0\rangle=0$ show that the $\chi_k$ are orthonormal and orthogonal to $\chi_0$: they are the triplet. Because $\mathbf S\chi_0=0$, $\sigma_{2k}\chi_0=-\sigma_{1k}\chi_0$. Hence $s_{1k}\chi_0=\tfrac12\chi_k$, $s_{2k}\chi_0=-\tfrac12\chi_k$, and

$$s_{1k}\chi_j=\tfrac12\sigma_{1k}\sigma_{1j}\chi_0=\tfrac12\delta_{kj}\chi_0+\tfrac i2\varepsilon_{kjl}\chi_l ,$$

$$s_{2k}\chi_j=\tfrac12\sigma_{1j}\sigma_{2k}\chi_0=-\tfrac12\sigma_{1j}\sigma_{1k}\chi_0=-\tfrac12\delta_{kj}\chi_0+\tfrac i2\varepsilon_{kjl}\chi_l .$$

The sum gives $S_k\chi_j=i\varepsilon_{kjl}\chi_l$. The difference $\boldsymbol\Delta=\mathbf s_1-\mathbf s_2$ gives $\Delta_k\chi_j=\delta_{kj}\chi_0$, so it has no triplet-triplet elements. The states needed are

$$|0\rangle=\frac{p_i\chi_i}{\sqrt3},\qquad |T_k\rangle=\frac{i}{\sqrt2}\varepsilon_{kil}\,p_i\chi_l,\qquad |\Sigma_k\rangle=p_k\chi_0 ,$$

the scalar $^3P_0$, the pure triplet with $J=1$ and the pure singlet with $J=1$. $T_k$ is normalized because $\varepsilon_{kil}\varepsilon_{kil}=2$ for fixed $k$. Acting on $|0\rangle$,

$$S_k|0\rangle=\frac{i\varepsilon_{kil}\,p_i\chi_l}{\sqrt3}=\sqrt{\tfrac23}\,T_k,\qquad L_k|0\rangle=\frac{i\varepsilon_{kil}\,p_l\chi_i}{\sqrt3}=-\sqrt{\tfrac23}\,T_k ,$$

which confirms $J_k|0\rangle=0$. Also $\Delta_k|0\rangle=\Sigma_k/\sqrt3$, and with $\mathbf s_{1,2}=(\mathbf S\pm\boldsymbol\Delta)/2$,

$$s_{1k}|0\rangle=\frac{T_k}{\sqrt6}+\frac{\Sigma_k}{2\sqrt3},\qquad s_{2k}|0\rangle=\frac{T_k}{\sqrt6}-\frac{\Sigma_k}{2\sqrt3}. \tag{1}$$

Only the singlet radiates to $g$ by E1. The operator $r_a$ turns $p_k$ into $s$ with $\langle s|r_a|p_k\rangle=R\,\frac{\sqrt3}{4\pi}\int\hat r_a\hat r_k\,d\Omega=R\,\delta_{ak}/\sqrt3$, where $R$ is the radial integral. The singlet becomes $(a^\dagger_{s\uparrow}a^\dagger_{s\downarrow}-a^\dagger_{s\downarrow}a^\dagger_{s\uparrow})/\sqrt2$, which by anticommutation is $\sqrt2\,g$. Symmetric spin combinations give zero by the same anticommutation. So

$$\langle g|r_a|\Sigma_k\rangle=d_0\,\delta_{ak},\qquad d_0=\sqrt{2/3}\,R,\qquad\langle g|r_a|T_k\rangle=0 .$$

The rate follows from the golden rule. The field per mode is $\sqrt{\hbar\omega/2\epsilon_0\mathcal V}$ and the number of modes per energy and solid angle is $\mathcal V\omega^2/(8\pi^3c^3\hbar)$, so $d\Gamma/d\Omega=\omega^3e^2|\boldsymbol\epsilon^*\cdot\mathbf d|^2/(8\pi^2\epsilon_0\hbar c^3)$ with $\mathbf d=\langle g|\mathbf r|\psi\rangle$. Summing over polarizations gives $\sum\epsilon_a\epsilon_b^*=\delta_{ab}-\hat k_a\hat k_b$, whose integral over directions is $(8\pi/3)\delta_{ab}$. Then $\Gamma=\omega^3e^2|\mathbf d|^2/(3\pi\epsilon_0\hbar c^3)$, or $\tfrac43\alpha^3\omega^3|\mathbf d|^2$ in atomic units. A pure singlet emitting at frequency $\omega$ would decay at

$$\Gamma_\Sigma(\omega)=\tfrac43\alpha^3\omega^3d_0^2 .$$

The length form is used throughout, and $\omega$ is always the frequency of the photon actually emitted, here $\omega_0=E_0/\hbar$ of the $^3P_0$ level.

### Spin-orbit coupling in the $J=1$ block

Let the triplet lie at $E_T$ and the singlet at $E_T+D$, and add $\zeta\,\mathbf l\cdot\mathbf s_2=\tfrac\zeta2(\mathbf L\cdot\mathbf S-\mathbf L\cdot\boldsymbol\Delta)$. Within the triplet only the first term acts, and $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]$ gives shifts $-\zeta$, $-\zeta/2$, $+\zeta/2$ for $J=0,1,2$. The second term annihilates $|0\rangle$, since $l_k\Sigma_k\propto\varepsilon_{kkl}=0$, so $E_0=E_T-\zeta$. On the singlet,

$$l_as_{2a}\,p_k\chi_0=i\varepsilon_{akl}\,p_l\left(-\tfrac12\chi_a\right)=-\tfrac12\,i\varepsilon_{kla}\,p_l\chi_a=-\frac{T_k}{\sqrt2}.$$

In a real atom the singlet and triplet have different $p$ radial functions, and the off-diagonal element differs from $\zeta/\sqrt2$. A factor $\lambda$, the King–Van Vleck factor, allows for this; for the one-electron operator used here, a common radial function gives $\lambda=1$. Spin-orbit interaction between the two valence electrons, which is left out, can also make $\lambda$ differ from one. Measured from $E_0$, the block in the basis $(T_k,\Sigma_k)$ is, for each $k$,

$$M=\begin{pmatrix}\zeta/2&-\lambda\zeta/\sqrt2\\-\lambda\zeta/\sqrt2&D+\zeta\end{pmatrix},\qquad \det M=\frac\zeta2\left[D+\zeta(1-\lambda^2)\right].$$

Its eigenstates are the physical levels $a=\cos\theta\,T+\sin\theta\,\Sigma$ ($^3P_1$) and $b=-\sin\theta\,T+\cos\theta\,\Sigma$ ($^1P_1$). Setting $\langle b|M|a\rangle=\sin\theta\cos\theta\,(M_{\Sigma\Sigma}-M_{TT})+\cos2\theta\,M_{T\Sigma}=0$ gives

$$\tan2\theta=\frac{\sqrt2\lambda\zeta}{D+\zeta/2},\qquad \Delta_{a,b}=\frac{D+3\zeta/2}{2}\mp\sqrt{\frac{(D+\zeta/2)^2}{4}+\frac{\lambda^2\zeta^2}{2}} ,$$

with $\theta>0$ for $\zeta,\lambda>0$, and $\Delta_a\Delta_b=\det M$. The intercombination rate is $\Gamma_a=\Gamma_\Sigma(\omega_a)\sin^2\theta$ with $\hbar\omega_a=E_0+\Delta_a$.

### What the two perturbations do to $^3P_0$

The perturbation is

$$V=\mu_B(\mathbf L+g_s\mathbf S)\cdot\mathbf B+\mathbf I\cdot\left[a_s\mathbf s_1+a_p\left(\mathbf l+3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s_2)-\mathbf s_2\right)\right],$$

with $\mu_B>0$ and $g_s>0$. The contact constant $a_s$ and the constant $a_p\propto\langle r^{-3}\rangle$ are both proportional to $\mu_I/I$, with $\mu_I$ the nuclear moment, and positive for positive $\mu_I$; $g_s=2$ is used inside the spin-dipolar term. The diamagnetic term is left out. The nuclear Zeeman term has no electronic matrix elements and only alters denominators by $\mu_NB$ against $\Delta_a$, so it is dropped too.

For the magnetic operator, $\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$ and $\mathbf J|0\rangle=0$, so with $\mathbf B$ along $z$

$$V|0\rangle=v_T\,T_z,\qquad v_T=(g_s-1)\sqrt{\tfrac23}\,\mu_BB,\qquad v_\Sigma=0 .$$

The field cannot change the total spin and has no element to the pure singlet.

For the spin-dipolar operator the angular integral $\langle p_i|\hat r_k\hat r_a|p_j\rangle=3\,\overline{\hat r_i\hat r_j\hat r_k\hat r_a}$ is needed. The spherical average is an isotropic symmetric tensor $C(\delta_{ij}\delta_{ka}+\delta_{ik}\delta_{ja}+\delta_{ia}\delta_{jk})$, and contracting $i$ with $j$ and $k$ with $a$ gives $1=C(9+3+3)$. Within the $p$ shell, therefore,

$$(3\hat r_k\hat r_a-\delta_{ka})\,p_j=-\tfrac25\delta_{ka}p_j+\tfrac35\delta_{ja}p_k+\tfrac35\delta_{jk}p_a .$$

Multiply by $s_{2a}\chi_j/\sqrt3$ and take the three terms in turn. The first is $-\tfrac25s_{2k}|0\rangle=-\tfrac25T_k/\sqrt6+\tfrac15\Sigma_k/\sqrt3$. The second contains $s_{2j}\chi_j=-\tfrac32\chi_0$ and gives $-\tfrac9{10}\Sigma_k/\sqrt3$. The third contains $p_as_{2a}\chi_k=-\tfrac12\Sigma_k+\tfrac i2\varepsilon_{akl}p_a\chi_l=-\tfrac12\Sigma_k-T_k/\sqrt2$, the sign from $\varepsilon_{akl}=-\varepsilon_{kal}$, and gives $-\tfrac3{10}\Sigma_k/\sqrt3-\tfrac35T_k/\sqrt6$. The sum is $-T_k/\sqrt6-\Sigma_k/\sqrt3$. Adding $l_k|0\rangle=-2T_k/\sqrt6$ and the contact term from (1), the electronic operator multiplying $I_k$ gives $h_TT_k+h_\Sigma\Sigma_k$ with

$$h_T=\frac{a_s-3a_p}{\sqrt6},\qquad h_\Sigma=\frac{a_s-2a_p}{2\sqrt3}.$$

The hyperfine coupling acts differently on the two spins, so it reaches the singlet directly. This is the source of the difference between the two cases.

The nuclear quadrupole coupling, present for $I\ge1$, has an electronic operator that is a traceless symmetric tensor. Acting on the scalar $|0\rangle$ it produces a state that transforms as rank 2, that is $J=2$, which has no E1 element to $g$. Within the model it opens, in first order, only the M2 channel of $^3P_2$. The program tests that its projection on $J=1$ is zero and that on $J=2$ is not.

### The singlet admixture

For $V\ll\Delta_a$, first-order perturbation theory gives $|0'\rangle=|0\rangle-\sum_{n=a,b}|n\rangle\langle n|V|0\rangle/\Delta_n$. The coefficient of $\Sigma$ is $-\eta$, with

$$\eta=\frac{\sin\theta\,(\cos\theta\,v_T+\sin\theta\,v_\Sigma)}{\Delta_a}+\frac{\cos\theta\,(-\sin\theta\,v_T+\cos\theta\,v_\Sigma)}{\Delta_b}. \tag{2}$$

The two terms are the $^3P_1$ and $^1P_1$ paths. Since $\sum_n|n\rangle\langle n|/\Delta_n=M^{-1}$, and

$$M^{-1}=\frac1{\det M}\begin{pmatrix}D+\zeta&\lambda\zeta/\sqrt2\\\lambda\zeta/\sqrt2&\zeta/2\end{pmatrix},$$

the second row, after cancelling $\zeta/2$, gives the closed form

$$\eta=\frac{\sqrt2\lambda\,v_T+v_\Sigma}{D+\zeta(1-\lambda^2)}. \tag{3}$$

For the field, $v_\Sigma=0$ in (2) leaves $\eta_B=v_T\sin\theta\cos\theta\,(1/\Delta_a-1/\Delta_b)$. The $^1P_1$ path is $-\Delta_a/\Delta_b$ times the $^3P_1$ path. The numerators are equal and opposite because their sum, $\langle\Sigma|V|0\rangle$ by completeness, is zero. Eliminating $\sin^2\theta\,d_0^2$ through $\Gamma_a$, the rate $\Gamma_B=\Gamma_\Sigma(\omega_0)\eta_B^2$ becomes

$$\Gamma_B=\Gamma_a\left(\frac{\omega_0}{\omega_a}\right)^3\left(\frac{v_T\cos\theta}{\Delta_a}\right)^2\left(1-\frac{\Delta_a}{\Delta_b}\right)^2, \tag{4}$$

for any $\lambda$, as long as the two physical levels are mixtures of $T$ and $\Sigma$ alone and $g$ is a pure singlet, so that $\langle g|r_a|T_k\rangle=0$. The field-induced E1 rate needs both singlet-triplet mixing and $g_s\neq1$. The program tests that it vanishes for $\lambda=0$ and for $g_s=1$.

For the hyperfine coupling $v_T\to h_T$, $v_\Sigma\to h_\Sigma$. Near $LS$ coupling, $\zeta\ll D$, one has $\sin\theta\approx\lambda\zeta/(\sqrt2D)$, $\Delta_a\approx\zeta/2$ and $\Delta_b\approx D$. The $^3P_1$ path is then $\sqrt2\lambda h_T/D$ and the $^1P_1$ path $h_\Sigma/D$. The small denominator of the near level is paid for by its small singlet content, and the two paths are of the same order however small $\Delta_a/\Delta_b$ is, provided $\lambda$ is of order one and $h_T$ and $h_\Sigma$ are comparable. For pure contact coupling and $\lambda=1$, $\sqrt2h_T=a_s/\sqrt3=2h_\Sigma$, so $^1P_1$ carries a third of the amplitude in this limit. At $\lambda=0$ the hyperfine rate survives through $h_\Sigma$, which is also tested.

### Why the spin-orbit constant drops out at $\lambda=1$

At $\lambda=1$, (3) reads $\eta=(\sqrt2v_T+v_\Sigma)/D$ for any $\zeta/D$. Write $M=D\,P_\Sigma+\zeta N$, with $P_\Sigma$ the projector on the singlet and $N$ the matrix with rows $(\tfrac12,-\tfrac1{\sqrt2})$ and $(-\tfrac1{\sqrt2},1)$. The vector $u=(\sqrt2,1)$ satisfies $Nu=0$. Multiplying $Mx=v$ from the left by $u^{T}$ removes $\zeta$ and leaves $Dx_\Sigma=u\cdot v$. By (1), $u$ is proportional to $s_{1k}|0\rangle$. The state $|0\rangle$ has $\mathbf l\cdot\mathbf s_2=-1$, the value $\tfrac12(\tfrac34-2-\tfrac34)$ of $p_{1/2}$, and $\mathbf s_1$ does not touch the $p$ electron, so $u$ is the $J=1$ state of $s_{1/2}p_{1/2}$, which spin-orbit coupling leaves degenerate with $^3P_0$. Only exchange separates them, and only the part of $V$ diagonal in $p_{1/2}$ contributes. Inserting the elements,

$$\sqrt2h_T+h_\Sigma=\frac{2a_s-6a_p+a_s-2a_p}{2\sqrt3}=\frac{\sqrt3}{2}\left(a_s-\tfrac83a_p\right),\qquad \sqrt2v_T=\frac{\sqrt3}{2}\cdot\frac43(g_s-1)\mu_BB .$$

Both brackets are differences of one-electron constants. In $p_{1/2}$ the projection theorem gives $\mathbf l\to\tfrac43\mathbf j$ and $\mathbf s\to-\tfrac13\mathbf j$, from $\mathbf l\cdot\mathbf j=1$, $\mathbf s\cdot\mathbf j=-\tfrac14$ and $j(j+1)=\tfrac34$. So $g_{1/2}=(4-g_s)/3$ and $g_s-g_{1/2}=\tfrac43(g_s-1)$. For the hyperfine constant, the $p_{1/2}$ block of the $p$-electron operator is $a_{1/2}\mathbf j_2$, and $\mathbf j_2|0\rangle=-\mathbf s_1|0\rangle$, so its overlap with $s_{1k}|0\rangle$ at fixed $k$ is $-a_{1/2}/4$. The direct overlap of $a_p(-3T_k/\sqrt6-\Sigma_k/\sqrt3)$ with (1) is $a_p(-\tfrac12-\tfrac16)$, so $a_{1/2}=\tfrac83a_p$. Thus

$$\eta_B=\frac{\sqrt3}{2}\frac{(g_s-g_{1/2})\mu_BB}{D},\qquad\eta_{\rm hf}=\frac{\sqrt3}{2}\frac{a_s-a_{1/2}}{D}\qquad(\lambda=1). \tag{5}$$

At $\lambda=1$ the line opens to the extent that the perturbation turns the $s$ spin and the $p_{1/2}$ angular momentum at different rates. The independence of $\zeta$ is a property of this model at $\lambda=1$ and first order in $V/\Delta_a$. It does not extend to $\zeta\to0$ at fixed field: there $V\ll\Delta_a$ fails, and at $\zeta=0$ total spin is conserved by the field and the field-induced E1 rate is zero. For $\lambda\neq1$, (3) shows $\eta_B$ close to proportional to $\lambda$ when $\zeta\ll D$.

This part has shown that no single photon connects the two $J=0$ levels without nuclear spin or an external field, and has derived the singlet admixture that a magnetic field or the hyperfine coupling gives to $^3P_0$. What remains is the rate with both present, the line shift and Rabi frequency, numerical values for a model atom, the residual decay channels, and what a real atom requires.
